**Potential lineup tested against interface wavefunctions**

The program tests $\Phi_p=(E_F-V_M)_{\rm bulk}-(E_V-V_S)_{\rm bulk}+(V_M-V_S)_{\rm interface}$ and $\Phi_n=E_g-\Phi_p$ in a self-consistent one-dimensional Hartree model. Here $E_F$ is the Fermi level, $E_V$ the valence edge, $E_g$ the semiconductor gap, and $V_M$ and $V_S$ are average electron potential energies deep in the metal and semiconductor. The three calculations use different arbitrary potential zeros. Direct barriers come from the translation relation obeyed by the interface cell's eigenfunctions, without any potential average. For two interface spacings, the program asserts that the Fermi level lies in the gap, that the semiconductor interior is flat to 10 meV, and that both barriers agree with the direct values to 15 meV. It also asserts that electrostatic and total potentials give the same $\Phi_p$ to 1 meV, and that the two routes agree to 15 meV on the change with spacing. The output gives $\Phi_p$ of about 2.05 eV for the close contact and 1.59 eV for the wide one, with the lineup and direct values differing by 0.3 meV in each case.

## Program and output

```python
"""
Potential-lineup formula for a metal (M) / semiconductor (S) contact:
  Phi_p = (E_F - V_M)_bulk - (E_V - V_S)_bulk + (V_M - V_S)_interface
  Phi_n = E_gap - Phi_p
E_F: Fermi level; E_V: valence edge; V_M, V_S: macroscopically averaged
potential energies of an electron deep in M and S.

Model: parallel 1D electron channels, one per area AREA, with Hartree
electrostatics averaged over the contact plane. Each ion has a Gaussian
charge and a short-range Gaussian attraction. Exchange-correlation is absent.
Atomic units are used internally. The three calculations have different
arbitrary potential zeros. The direct barrier uses interface eigenfunctions:
psi(x+a) + psi(x-a) = D(E) psi(x) in a periodic region, with D=-2 at the edges.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import circulant, eigh
from scipy.optimize import brentq
from scipy.special import erfc

EV = physical_constants["Hartree energy in eV"][0]
STEP = 0.5
AREA = 40.0
WIDTH = 1.0
SMEAR = 0.25 / EV
A_S, A_M = 5.0, 4.0
Z_S, Z_M = 2.0, 1.0
DEPTH_S, DEPTH_M = 6.0 / EV, 1.0 / EV
CELLS_S, CELLS_M = 24, 22
ZERO_S, ZERO_M, ZERO_INT = 8.0 / EV, -5.0 / EV, 3.0 / EV


def occupation(energy, mu):
    return 0.5 * erfc((energy - mu) / SMEAR)


def ionic_fields(x, length, sites):
    """Return ion number density and short-range potential energy."""
    charge = np.zeros_like(x)
    short = np.zeros_like(x)
    for position, valence, depth in sites:
        shape = np.zeros_like(x)
        for image in range(-8, 9):
            distance = x - position - image * length
            shape += np.exp(-0.5 * (distance / WIDTH) ** 2)
        charge += valence * shape / (np.sqrt(2 * np.pi) * WIDTH)
        short -= depth * shape
    return charge, short


def coulomb_factors(wave_numbers):
    factors = np.zeros_like(wave_numbers)
    factors[1:] = 4 * np.pi / (AREA * wave_numbers[1:] ** 2)
    return factors


def bulk_calculation(period, valence, depth, zero):
    """Self-consistent primitive-cell calculation with Bloch sampling."""
    points = int(round(period / STEP))
    x = np.arange(points) * STEP
    ions, short = ionic_fields(x, period, [(period / 2, valence, depth)])
    g = 2 * np.pi * np.fft.fftfreq(points, STEP)
    coulomb = coulomb_factors(g)
    nk = 200
    k_mesh = ((np.arange(nk) + 0.5) / nk - 0.5) * 2 * np.pi / period
    difference = (np.arange(points)[:, None] - np.arange(points)) % points
    waves = np.exp(1j * np.outer(x, g))

    def hamiltonian(k_values, potential):
        components = np.fft.fft(potential) / points
        matrix = np.repeat(components[difference][None], len(k_values), axis=0)
        diagonal = np.arange(points)
        matrix[:, diagonal, diagonal] += 0.5 * (k_values[:, None] + g) ** 2
        return matrix

    electrostatic = np.zeros(points)
    converged = False
    for _ in range(300):
        potential = electrostatic + short + zero
        energies, coefficients = np.linalg.eigh(hamiltonian(k_mesh, potential))
        mu = brentq(lambda m: 2 * occupation(energies, m).sum() / nk - valence,
                    energies.min() - 1, energies.max() + 1, xtol=1e-13)
        weights = occupation(energies, mu)
        orbital_density = np.abs(waves @ coefficients) ** 2 / period
        density = 2 * np.einsum("kb,kxb->x", weights, orbital_density) / nk
        updated = np.fft.ifft(coulomb * np.fft.fft(density - ions)).real
        error = np.max(np.abs(updated - electrostatic))
        if error < 1e-10:
            converged = True
            break
        electrostatic += 0.6 * (updated - electrostatic)
    assert converged, "bulk self-consistency not reached"
    potential = electrostatic + short + zero
    boundary = np.array([np.pi / period])
    edges = np.linalg.eigvalsh(hamiltonian(boundary, potential))[0, :2]
    return {"fermi": mu, "valence": edges[0], "conduction": edges[1],
            "mean_es": np.mean(electrostatic + zero),
            "mean_total": np.mean(potential)}


def density_response(energies, orbitals, weights, mu):
    """Static density response at fixed electron number (for Newton steps)."""
    kept = min(160, len(energies))
    active = int(np.count_nonzero(weights > 1e-12))
    slope = -np.exp(-((energies - mu) / SMEAR) ** 2) / (SMEAR * np.sqrt(np.pi))
    basis = orbitals[:, :kept]
    response = np.zeros((len(orbitals), len(orbitals)))
    for i in range(active):
        gap = energies[i] - energies[:kept]
        close = np.abs(gap) < 1e-7
        ratio = (weights[i] - weights[:kept]) / np.where(close, 1.0, gap)
        ratio = np.where(close, slope[i], ratio)
        ratio[active:] *= 2
        pair = (basis * ratio) @ basis.T
        response += np.outer(orbitals[:, i], orbitals[:, i]) * pair
    response *= 2 * STEP
    fermi_density = -2 * (orbitals ** 2) @ slope
    response += (STEP * np.outer(fermi_density, fermi_density)
                 / (STEP * fermi_density.sum()))
    return response


def sliding_average(values, points):
    shifts = np.arange(-(points // 2), points // 2 + 1)
    weights = np.ones(len(shifts))
    weights[[0, -1]] = 0.5
    return sum(w * np.roll(values, s) for w, s in zip(weights, shifts)) / points


def edges_from_wavefunctions(energies, orbitals, center):
    """Locate S band edges from translation relations of eigenfunctions."""
    shift = int(round(A_S / STEP))
    region = np.arange(center - 20, center + 21)
    states = orbitals[:, :130]
    middle = states[region]
    neighbours = states[region + shift] + states[region - shift]
    trace = np.sum(middle * neighbours, axis=0) / np.sum(middle ** 2, axis=0)
    first = int(np.argmax(trace < -2))
    count = int(np.argmax(trace[first:] > -2))
    last = first + count - 1
    assert first > 6 and count >= 4, "too few states resolve the gap"
    chosen = slice(first - 6, last + 7)
    curve = np.polynomial.Polynomial.fit(energies[chosen], trace[chosen], 8)
    valence = brentq(lambda e: curve(e) + 2,
                     energies[first - 2], energies[first + 1])
    conduction = brentq(lambda e: curve(e) + 2,
                        energies[last - 1], energies[last + 2])
    return valence, conduction, count


def interface_calculation(extra):
    """Symmetric periodic cell with two identical M/S interfaces."""
    length_s, length_m = CELLS_S * A_S, CELLS_M * A_M
    length = length_s + length_m + 2 * extra
    points = int(round(length / STEP))
    x = np.arange(points) * STEP
    sites = [((i + 0.5) * A_S, Z_S, DEPTH_S) for i in range(CELLS_S)]
    start_m = length_s + extra
    sites += [(start_m + (i + 0.5) * A_M, Z_M, DEPTH_M)
              for i in range(CELLS_M)]
    ions, short = ionic_fields(x, length, sites)
    electrons = CELLS_S * Z_S + CELLS_M * Z_M
    g = 2 * np.pi * np.fft.fftfreq(points, STEP)
    kinetic = circulant(np.fft.ifft(0.5 * g ** 2).real)
    coulomb = circulant(np.fft.ifft(coulomb_factors(g)).real)

    def evaluate(electrostatic):
        matrix = kinetic + np.diag(electrostatic + short + ZERO_INT)
        energies, orbitals = eigh(matrix, check_finite=False)
        orbitals /= np.sqrt(STEP)
        mu = brentq(lambda m: 2 * occupation(energies, m).sum() - electrons,
                    energies[0] - 1, energies[-1] + 1, xtol=1e-13)
        weights = occupation(energies, mu)
        density = 2 * (orbitals ** 2) @ weights
        residual = coulomb @ (density - ions) - electrostatic
        return residual, energies, orbitals, weights, mu

    electrostatic = np.zeros(points)
    result = evaluate(electrostatic)
    for _ in range(40):
        residual, energies, orbitals, weights, mu = result
        if np.max(np.abs(residual)) < 1e-8:
            break
        response = density_response(energies, orbitals, weights, mu)
        change = np.linalg.solve(np.eye(points) - coulomb @ response, residual)
        fraction = 1.0
        while True:
            trial = electrostatic + fraction * change
            trial_result = evaluate(trial)
            smaller = np.linalg.norm(trial_result[0]) < np.linalg.norm(residual)
            if smaller or fraction < 0.05:
                break
            fraction /= 2
        electrostatic, result = trial, trial_result
    residual, energies, orbitals, weights, mu = result
    assert np.max(np.abs(residual)) < 1e-8, "interface not self-consistent"

    center_s = int(round(length_s / 2 / STEP))
    center_m = int(round((start_m + length_m / 2) / STEP))
    averages = {}
    for name, field in (("es", electrostatic + ZERO_INT),
                        ("total", electrostatic + short + ZERO_INT)):
        smooth = sliding_average(field, int(round(A_S / STEP)))
        smooth = sliding_average(smooth, int(round(A_M / STEP)))
        # Two metal periods also remove the half-filled-band oscillation.
        averages[name] = (np.mean(smooth[center_m - 8:center_m + 8]),
                          smooth[center_s])
        if name == "es":
            flatness = abs(smooth[center_s + 30] - smooth[center_s])
    valence, conduction, count = edges_from_wavefunctions(
        energies, orbitals, center_s)
    return {"fermi": mu, "valence": valence, "conduction": conduction,
            "averages": averages, "flatness": flatness, "gap_states": count,
            "length": length}


semi = bulk_calculation(A_S, Z_S, DEPTH_S, ZERO_S)
metal = bulk_calculation(A_M, Z_M, DEPTH_M, ZERO_M)
gap = semi["conduction"] - semi["valence"]
metal_term = metal["fermi"] - metal["mean_es"]
semi_term = semi["valence"] - semi["mean_es"]
metal_total = metal["fermi"] - metal["mean_total"]
semi_total = semi["valence"] - semi["mean_total"]


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


show("Period of S", A_S, "bohr", 1)
show("Period of M", A_M, "bohr", 1)
show("Area per channel", AREA, "bohr^2", 1)
show("Gaussian width of ions", WIDTH, "bohr", 1)
print(f"Electrons per period, S and M: {Z_S:.0f} and {Z_M:.0f}")
print(f"Periods in the cell, S and M: {CELLS_S} and {CELLS_M}")
show("Short-range depth, S", DEPTH_S * EV, digits=2)
show("Short-range depth, M", DEPTH_M * EV, digits=2)
show("Gaussian occupation smearing", SMEAR * EV, digits=2)
show("Arbitrary zero, bulk S", ZERO_S * EV, digits=2)
show("Arbitrary zero, bulk M", ZERO_M * EV, digits=2)
show("Arbitrary zero, interface", ZERO_INT * EV, digits=2)
show("Bulk S valence edge, raw", semi["valence"] * EV)
show("Bulk M Fermi level, raw", metal["fermi"] * EV)
show("Raw difference E_F - E_V", (metal["fermi"] - semi["valence"]) * EV)
show("Bulk S gap", gap * EV)
show("Bulk term E_F - V_M, electrostatic", metal_term * EV)
show("Bulk term E_V - V_S, electrostatic", semi_term * EV)
show("Bulk term E_F - V_M, total", metal_total * EV)
show("Bulk term E_V - V_S, total", semi_total * EV)

formula_barriers, direct_barriers = [], []
for name, extra in (("Close", 0.0), ("Wide", 3.0)):
    cell = interface_calculation(extra)
    v_m, v_s = cell["averages"]["es"]
    t_m, t_s = cell["averages"]["total"]
    lineup, lineup_total = v_m - v_s, t_m - t_s
    phi_p = metal_term - semi_term + lineup
    phi_p_total = metal_total - semi_total + lineup_total
    phi_n = gap - phi_p
    direct_p = cell["fermi"] - cell["valence"]
    direct_n = cell["conduction"] - cell["fermi"]
    formula_barriers.append(phi_p)
    direct_barriers.append(direct_p)
    show(f"{name}: added spacing per interface", extra, "bohr", 1)
    show(f"{name}: V_M in interface cell", v_m * EV)
    show(f"{name}: V_S in interface cell", v_s * EV)
    show(f"{name}: electrostatic lineup", lineup * EV)
    show(f"{name}: total-potential lineup", lineup_total * EV)
    show(f"{name}: interface Fermi level", cell["fermi"] * EV)
    show(f"{name}: valence edge from wavefunctions", cell["valence"] * EV)
    show(f"{name}: Phi_p from lineup", phi_p * EV)
    show(f"{name}: Phi_p from total potential", phi_p_total * EV)
    show(f"{name}: Phi_p from wavefunctions", direct_p * EV)
    show(f"{name}: Phi_n from lineup", phi_n * EV)
    show(f"{name}: Phi_n from wavefunctions", direct_n * EV)
    show(f"{name}: Phi_p formula minus direct", (phi_p - direct_p) * EV)
    show(f"{name}: potential change over 15 bohr in S",
         cell["flatness"] * EV, digits=5)
    # Finite slabs leave small Friedel oscillations and level-spacing errors.
    assert 0 < direct_p < gap
    assert cell["flatness"] * EV < 0.010
    assert abs(phi_p - direct_p) * EV < 0.015
    assert abs(phi_n - direct_n) * EV < 0.015
    assert abs(phi_p_total - phi_p) * EV < 0.001

formula_change = formula_barriers[1] - formula_barriers[0]
direct_change = direct_barriers[1] - direct_barriers[0]
show("Wide minus close Phi_p, lineup", formula_change * EV)
show("Wide minus close Phi_p, wavefunctions", direct_change * EV)
assert abs(formula_change - direct_change) * EV < 0.015
print("PASS")
```

Printed output:

```
Period of S: 5.0 bohr
Period of M: 4.0 bohr
Area per channel: 40.0 bohr^2
Gaussian width of ions: 1.0 bohr
Electrons per period, S and M: 2 and 1
Periods in the cell, S and M: 24 and 22
Short-range depth, S: 6.00 eV
Short-range depth, M: 1.00 eV
Gaussian occupation smearing: 0.25 eV
Arbitrary zero, bulk S: 8.00 eV
Arbitrary zero, bulk M: -5.00 eV
Arbitrary zero, interface: 3.00 eV
Bulk S valence edge, raw: 8.5029 eV
Bulk M Fermi level, raw: -3.5382 eV
Raw difference E_F - E_V: -12.0411 eV
Bulk S gap: 3.5732 eV
Bulk term E_F - V_M, electrostatic: 1.4618 eV
Bulk term E_V - V_S, electrostatic: 0.5029 eV
Bulk term E_F - V_M, total: 2.0885 eV
Bulk term E_V - V_S, total: 3.5108 eV
Close: added spacing per interface: 0.0 bohr
Close: V_M in interface cell: 3.6454 eV
Close: V_S in interface cell: 2.5499 eV
Close: electrostatic lineup: 1.0955 eV
Close: total-potential lineup: 3.4768 eV
Close: interface Fermi level: 5.1076 eV
Close: valence edge from wavefunctions: 3.0528 eV
Close: Phi_p from lineup: 2.0545 eV
Close: Phi_p from total potential: 2.0545 eV
Close: Phi_p from wavefunctions: 2.0548 eV
Close: Phi_n from lineup: 1.5187 eV
Close: Phi_n from wavefunctions: 1.5184 eV
Close: Phi_p formula minus direct: -0.0003 eV
Close: potential change over 15 bohr in S: 0.00001 eV
Wide: added spacing per interface: 3.0 bohr
Wide: V_M in interface cell: 3.2569 eV
Wide: V_S in interface cell: 2.6274 eV
Wide: electrostatic lineup: 0.6294 eV
Wide: total-potential lineup: 3.0107 eV
Wide: interface Fermi level: 4.7190 eV
Wide: valence edge from wavefunctions: 3.1303 eV
Wide: Phi_p from lineup: 1.5884 eV
Wide: Phi_p from total potential: 1.5884 eV
Wide: Phi_p from wavefunctions: 1.5887 eV
Wide: Phi_n from lineup: 1.9848 eV
Wide: Phi_n from wavefunctions: 1.9845 eV
Wide: Phi_p formula minus direct: -0.0003 eV
Wide: potential change over 15 bohr in S: 0.00000 eV
Wide minus close Phi_p, lineup: -0.4661 eV
Wide minus close Phi_p, wavefunctions: -0.4661 eV
PASS
```
